Floating Potential of an Isolated Wafer in Argon Plasma

**Problem**

A flat silicon wafer rests on an insulating support in an argon plasma of the kind used for plasma-immersion implantation. No bias is applied, and no steady current can leave through the support. Between the nearly neutral plasma and the wafer lies a thin, positively charged layer, the sheath. At the sheath edge the electron and ion densities have the common value nₛ.

Take singly charged ions of mass M with negligible temperature, and Maxwellian electrons of mass m and temperature Tₑ. Neglect collisions and ionization inside the sheath, magnetic fields, rf voltages, and any reflection or emission of electrons at the wafer.

(a) Find the speed at which ions enter the sheath, and their flux to the wafer.

(b) Find the electron flux to a wafer lying a voltage V below the sheath edge.

(c) Find the voltage at which the isolated wafer settles, and show that it is stable. What net current flows if the wafer is instead held at another voltage?

(d) With what energy do the ions strike the floating wafer?

(e) Evaluate the results for kTₑ = 3.0 eV and nₛ = 3.0×10¹⁰ cm⁻³, with argon at 5.0 mTorr and 300 K. Can such ions erode or implant the wafer?

(f) Estimate how far the neglected effects move the floating voltage.

**Solution**

**(a) Ion entry speed and flux**

Let x point from the plasma to the wafer, and let φ be the potential, with φ = 0 at the sheath edge. It falls toward the wafer, so the dimensionless drop

χ = −eφ/(kTₑ)

is positive in the sheath. Let ions cross the edge with speed u. Energy conservation gives their speed v further in:

Mv²/2 = Mu²/2 + kTₑχ.

With c = √(kTₑ/M) and μ = u/c, this becomes

v = u√(1 + 2χ/μ²).

No ions are created or lost in the sheath, so nᵢv = nₛu and

nᵢ = nₛ(1 + 2χ/μ²)^(−1/2).

Most electrons are turned back before the wafer, so over most of the sheath their density follows the Boltzmann factor closely:

nₑ = nₛe^(−χ).

The small error from electrons absorbed by the wafer is sized in part (f).

Poisson's equation is d²φ/dx² = −e(nᵢ − nₑ)/ε₀. Multiplying by −e/(kTₑ) and defining the Debye length λ = √(ε₀kTₑ/(nₛe²)) gives

λ²χ″ = (1 + 2χ/μ²)^(−1/2) − e^(−χ),

where primes denote d/dx. Multiply by χ′ and integrate from the edge. The field there is small on the sheath scale kTₑ/(eλ), so we set χ′ = 0 at χ = 0:

λ²χ′²/2 = μ²[√(1 + 2χ/μ²) − 1] + e^(−χ) − 1.

The left side cannot be negative. For small χ the two parts on the right are

μ²[√(1 + 2χ/μ²) − 1] = χ − χ²/(2μ²) + χ³/(2μ⁴) − …

e^(−χ) − 1 = −χ + χ²/2 − χ³/6 + …

The linear terms cancel, leaving

λ²χ′²/2 = (χ²/2)(1 − 1/μ²) + χ³[1/(2μ⁴) − 1/6] + …

If μ < 1, the right side is negative close to the edge and no such sheath exists. If μ = 1, the leading term is χ³/3, which is positive. The charge density also stays positive further in, because e^(2χ) ≥ 1 + 2χ implies (1 + 2χ)^(−1/2) ≥ e^(−χ). Hence u ≥ c, which is the Bohm criterion.

This is a lower bound. The equality comes from the plasma side, the presheath, where nᵢ = nₑ = n. Let S ≥ 0 be the ionization rate per volume and R ≥ 0 the mean retarding force per ion, from collisions and from sharing momentum with newly created slow ions. Then

d(nu)/dx = S,  Mu du/dx = kTₑχ′ − R,  n′ = −nχ′.

The first and third equations give du/dx = S/n + uχ′. Inserting this in the second,

(kTₑ − Mu²)χ′ = R + MuS/n.

The right side is positive wherever there is ionization or drag. As u rises toward c, the bracket tends to zero and the potential gradient grows without limit. Quasineutrality then fails, and the sheath begins. In this fluid picture, where all ions share one speed, the entry speed is therefore the Bohm speed (part (f) sizes the correction from the spread of ion speeds),

u_B = √(kTₑ/M),

and the ion flux is

Γᵢ = nₛ√(kTₑ/M).

For a given nₛ, it does not depend on the wafer voltage as long as the sheath is steady and planar and the wafer is negative enough to turn back most electrons.

**(b) Electron flux**

At the sheath edge the velocity component toward the wafer has the distribution

f(vₓ) = nₛ√(m/(2πkTₑ)) exp[−mvₓ²/(2kTₑ)].

An electron reaches the wafer if mvₓ²/2 > eV. Motion parallel to the surface does not help it over the barrier. Thus

Γₑ = ∫ vₓ f(vₓ) dvₓ, taken from vₓ = √(2eV/m) to ∞.

Substitute w = mvₓ²/2, so that vₓdvₓ = dw/m:

Γₑ = nₛ√(m/(2πkTₑ)) (1/m) ∫ e^(−w/kTₑ) dw, taken from w = eV to ∞.

The integral is kTₑe^(−eV/kTₑ), so

Γₑ = nₛ√(kTₑ/(2πm)) e^(−eV/kTₑ).

The prefactor is the familiar nₛv̄/4, with mean speed v̄ = √(8kTₑ/(πm)), since (1/4)√(8/π) = 1/√(2π).

**(c) Floating voltage, stability and net current**

An isolated wafer charges until its net current vanishes, Γₑ = Γᵢ:

nₛ√(kTₑ/(2πm)) e^(−eV_f/kTₑ) = nₛ√(kTₑ/M).

The density cancels, and so does √(kTₑ). What remains is

e^(eV_f/kTₑ) = √(M/(2πm)),

and taking the logarithm,

V_f = (kTₑ/(2e)) ln[M/(2πm)].

Here V_f is a positive drop: the wafer lies V_f below the sheath edge. For Ar⁺, M/m = 72820, so M/(2πm) = 11590. Its logarithm is 9.358, and

V_f = 4.68 kTₑ/e.

The mass enters weakly. Ions four times heavier would raise the coefficient by (1/2) ln 4 = 0.69. The temperature sets the voltage scale because electrons must be held back by several times their thermal energy.

For stability, write η = eV/(kTₑ) and η_f = eV_f/(kTₑ). The flux ratio is

Γₑ/Γᵢ = e^(η_f − η).

If the drop is too small, the ratio exceeds one, negative charge accumulates, and the drop grows. If the drop is too large, ions are in excess and it shrinks. For a constant sheath capacitance and a sheath that follows the voltage without delay, a suitable time unit gives

dη/dt = e^(η_f − η) − 1 ≈ −(η − η_f) near η_f,

so small deviations decay exponentially. Integrating the full equation from η = 0 and from η = 8 leads to η = 4.679 in both cases. Near η = 0 few electrons are turned back, so the equation is only a rough guide to the start of that run.

If a supply holds the wafer at another drop, the net current density into the wafer is

J = e(Γᵢ − Γₑ) = enₛu_B[1 − e^(η_f − η)].

One further kTₑ/e below floating, J has reached 1 − e⁻¹ = 63% of the full ion current. At a large negative bias the electron current is negligible and J tends to enₛu_B. This holds for a steady sheath, a drop large enough to turn back most electrons, and a wafer that emits no electrons. At implantation voltages, ion-induced emission is no longer small and adds to the measured current. During the rise of a bias pulse the sheath expands and collects extra ions, which this expression leaves out.

**(d) Impact energy**

An ion enters the sheath with kinetic energy Mu_B²/2 = kTₑ/2 and gains eV_f in crossing it:

E = kTₑ/2 + eV_f = (0.50 + 4.68)kTₑ = 5.18 kTₑ.

The entry energy was gained in the presheath. This result treats all ions as entering at the same speed. Ions created at different points of the presheath enter with different energies, which spreads the impact energy and can also shift its mean, in each case by a fraction of kTₑ. If all ions start from rest in the bulk and cross the presheath without drag, the bulk plasma lies kTₑ/(2e) above the sheath edge, and the wafer is 5.18 kTₑ/e below the bulk. This is energy bookkeeping and a lower bound: the planar equations of part (a) give χ′ = 0 when S = R = 0, so a planar presheath needs ionization or drag. A planar presheath with ionization alone has a drop of ln 2 = 0.69 kTₑ/e in the fluid picture and 0.85 kTₑ/e when the spread of ion speeds is kept. With drag, or with ionization along the way, the presheath drop must be larger to produce the same mean entry speed. The coefficient 4.68 therefore belongs to the sheath edge, not to the bulk.

**(e) Numbers for the argon source**

With M = 6.633×10⁻²⁶ kg, the Bohm speed is

u_B = √(kTₑ/M) = 2.69×10⁵ cm/s,

and the ion flux is

Γᵢ = (3.0×10¹⁰ cm⁻³)(2.69×10⁵ cm/s) = 8.1×10¹⁵ cm⁻² s⁻¹.

Multiplication by e gives an ion current density of 1.29 mA/cm². The mean electron speed is 1.159×10⁸ cm/s. Without a barrier, the electron flux would be

nₛv̄/4 = (3.0×10¹⁰ cm⁻³)(1.159×10⁸ cm/s)/4 = 8.7×10¹⁷ cm⁻² s⁻¹,

which is 107.7 times the ion flux. The barrier must remove this excess, and ln 107.7 = 4.68. Hence

V_f = 4.68 × 3.0 V = 14.0 V,

E = 5.18 × 3.0 eV = 15.5 eV.

The Debye length at the edge is 74 μm. The sheath thickness needs a convention, because for μ = 1 and small χ the field equation gives dx = λ√(3/2) χ^(−3/2)dχ, whose integral diverges at χ = 0. Measured from the point where χ = 0.1, numerical integration of Poisson's equation gives 10.5λ, or about 0.78 mm. This is the collisionless value. With the mean free path of part (f), ion drag makes the field near χ = 0.1 four to five times larger and shortens this distance to about 7λ, or 0.5 mm.

These parameters are rough but typical of a low-pressure inductive argon source. The threshold for sputtering silicon with argon is roughly a few tens of eV, so in this model the floating wafer suffers little physical sputtering despite the large ion flux. Nor is 15.5 eV enough for implantation in the usual sense, which calls for energies from several hundred eV to many keV. That energy has to come from an applied negative bias. The collisionless picture then weakens: the steady sheath is about 5.6 mm wide at 1 kV and 27 mm at 10 kV, against the 6.2 mm mean free path of part (f), so many ions arrive with less than the full bias energy. The floating result describes the wafer between bias pulses, provided that it is then really isolated and the plasma has had time to recover.

**(f) What the model leaves out**

Each estimate below changes one effect and holds kTₑ = 3.0 eV and the other assumptions fixed. The coefficients are assumed round values, so the shifts indicate sizes rather than predictions for a particular reactor.

*Depleted electron tail.* The electrons that reach the wafer start with more than 14 eV. This is above the first excitation energy of argon, roughly 11.5 eV, so inelastic collisions can deplete the very group that carries the current. As a model, let the isotropic distribution f(ε) fall as e^(−ε/Tₑ) up to ε₁ = 11.5 eV, and with the steeper slope T_t = 2.0 eV above it (temperatures here in energy units).

For an isotropic distribution, integrating over the directions that can cross a barrier U gives

Γₑ = π∫ v³(1 − v_c²/v²) f dv, with mv_c²/2 = U.

Since v³dv = (2ε/m²)dε, this is proportional to ∫(ε − U)f dε from U to ∞. For the Maxwellian, the integral is Tₑ²e^(−U/Tₑ). For a barrier above ε₁ in the depleted case, it is T_t²e^(−ε₁/Tₑ − (U − ε₁)/T_t). If the small changes in density normalization and entry speed are ignored, the two fluxes must be equal at their respective floating drops:

(U − 11.5)/2.0 = (14.04 − 11.5)/3.0 − ln(9.0/4.0) = 0.036,

with U in eV. Hence U ≈ 11.6 eV. The full balance, with both small changes included, gives a drop of 11.63 V, a shift of −2.4 V. The coefficient falls from 4.68 to 3.88. The shift is sensitive to the assumed shape. Slopes of 2.5 and 2.7 eV give −1.3 and −0.8 V. Excitation takes place in the bulk, which lies above the edge potential, so the kink seen at the edge can lie lower; at 9 eV the shift is −3.2 V. Fewer fast electrons need a smaller barrier.

*Reflection and emission.* Suppose the wafer reflects a fraction r = 0.20 of arriving electrons and emits γ = 0.10 electrons per ion. An emitted electron leaves positive charge behind, so the balance is

(1 − r)Γₑ = (1 + γ)Γᵢ.

The drop changes by (kTₑ/e) ln[(1 − r)/(1 + γ)] = 3.0 V × ln(0.80/1.10) = −0.96 V. The space charge of the returning electrons is neglected.

*Rf voltage.* Let the sheath voltage oscillate with amplitude V₁ = 3.0 V, too fast for the ions to follow. The electron flux depends exponentially on voltage, so the low-barrier part of the cycle outweighs the high-barrier part. The cycle average of e^(−eV₁cos ωt/kTₑ) is the modified Bessel function I₀(eV₁/kTₑ), here I₀(1) = 1.266. The mean drop must grow by 3.0 V × ln 1.266 = +0.71 V to restore the balance. Larger rf voltages can dominate the ion energy.

*Warm ions.* For one-dimensional adiabatic compression the ion pressure varies as n³, which replaces kTₑ by kTₑ + 3kTᵢ in the squared entry speed. With kTᵢ = 0.05 eV, the ion flux rises by the factor √1.05, and the drop changes by −(3.0 V/2) ln 1.05 = −0.07 V.

*Absorbed electrons.* Electrons that strike the wafer do not return, so the edge distribution lacks its fastest outgoing members. Correcting both the density and the entry speed for this moves the drop by just +0.005 V. At the wafer itself the electron density is only half the Boltzmann value, because no electrons return from the surface. Electrons are so scarce there, however, that the error is only about 1.5% of the ion density. The Boltzmann density used in part (a) is therefore adequate here.

*Collisions.* At 5.0 mTorr and 300 K the gas density is 1.61×10¹⁴ cm⁻³. With a rough ion–neutral cross-section of 1.0×10⁻¹⁴ cm², the mean free path is 6.2 mm. The collisionless sheath thickness is 0.125 of this, and the thickness with drag about 0.08, so roughly one ion in ten collides in the sheath and may arrive with less than 15.5 eV. Such collisions redistribute ion energy without removing ion flux. The sharp sheath edge assumed in part (a) requires λ to be much smaller than the mean free path; here the ratio is 0.012. That is small, but not small enough to leave the field near the edge unchanged, as noted in part (e).

*Spread of ion speeds.* Ions created at rest at different points of the presheath do not share one speed, and their mean entry speed exceeds c. In the sharp-edge limit it is 1.14c for a collisionless presheath fed by ionization and roughly 1.25c for one governed by charge exchange. The larger ion flux at given nₛ changes the drop below the edge by about −0.4 V and −0.7 V, much more than the warm-ion estimate above.

For the coefficients assumed here, the depleted tail gives the largest shift, 17% of the ideal drop; a milder depletion would change the ranking. The value 4.68 kTₑ/e is thus the result for a Maxwellian plasma and an ideally absorbing wafer. In a real argon discharge, a departure of a few volts at this electron temperature would be no surprise. A conducting wafer in a nonuniform plasma brings a further change: its total current vanishes, but the local fluxes need not balance at each point.

The computed values are collected in the numerical output below.

Numbers as computed

```
Electron temperature: 3.0 eV
Sheath-edge density: 3.0e+10 cm^-3
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Ar+ mass: 6.6334e-26 kg
Electron mass: 9.1094e-31 kg
Mass ratio M/m: 72820
Least entry speed / Bohm speed, numerical: 1.0000
Bohm speed: 2.692e+05 cm/s
Mean electron speed: 1.159e+08 cm/s
Ion flux: 8.075e+15 cm^-2 s^-1
Electron flux without barrier: 8.694e+17 cm^-2 s^-1
Ratio of these fluxes: 107.7
Ion current density: 1.29 mA/cm^2
Drop from formula, in k Te/e: 4.679
Drop from numerical balance, in k Te/e: 4.679
Drop after charging from 0, in k Te/e: 4.679
Drop after charging from 8, in k Te/e: 4.679
Wafer below sheath edge: 14.04 V
Wafer below bulk, collisionless presheath: 15.54 V
Ion impact energy, in k Te: 5.179
Ion impact energy: 15.54 eV
Debye length at edge: 74.3 um
Sheath thickness from chi=0.1, in Debye lengths: 10.46
Sheath thickness from chi=0.1: 778 um
Assumed ion-neutral cross-section: 1.0e-14 cm^2
Gas density: 1.61e+14 cm^-3
Ion mean free path: 6213 um
Sheath thickness / mean free path: 0.125
Debye length / mean free path: 0.0120
Tail model: slope 2.0 eV above 11.5 eV
Entry speed with depleted tail: 2.669e+05 cm/s
Drop with depleted tail: 11.63 V
Drop with depleted tail, in k Te/e: 3.88
Assumed electron reflection: 0.20
Assumed electrons emitted per ion: 0.10
Assumed rf amplitude: 3.0 V
Assumed ion temperature: 0.05 eV
Shift of drop, depleted tail: -2.412 V
Shift of drop, reflection and emission: -0.955 V
Shift of drop, rf voltage: +0.708 V
Shift of drop, warm ions: -0.073 V
Shift of drop, absorbed electrons: +0.005 V
Largest shift: depleted tail
```
